# Inversion Symmetry and Second-Harmonic Generation in ABA and ABC Trilayer Graphene

## Problem

Three flat graphene layers lie at heights $zd$ with $z=-1,0,1$. The lattice vectors $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose 60°. Every atom sits at

$$\mathbf r=\frac p3(\mathbf a_1+\mathbf a_2)+zd\,\hat{\mathbf z},\qquad p\in\{0,1,2\},$$

up to a lattice vector. A layer of type A occupies $p=0,1$, type B occupies $p=1,2$, and type C occupies $p=2,0$. The third value of $p$ is the empty centre of a hexagon. The trilayer is free-standing, without strain, perpendicular field or magnetic order, and its electronic state has the full symmetry of the lattice.

1. Show what inversion symmetry implies for electric-dipole second-harmonic generation (SHG).
2. By operating on the coordinates, decide which of ABA and ABC has an inversion centre.
3. Lack of an inversion centre removes a prohibition but does not prove that a response survives. Find the in-plane response that the remaining symmetries allow.
4. Estimate the response in a tight-binding model for light of wavelength 1300 nm at normal incidence. How far can a perpendicular field, or the finite thickness, spoil the distinction between the stackings?

## Solution

### 1. The selection rule

Write the field as $\mathbf E e^{-i\omega t}+\text{c.c.}$ and the polarization at $2\omega$ as

$$P_i=\varepsilon_0\sum_{jk}\chi_{ijk}E_jE_k .$$

In the electric-dipole approximation the field is uniform over the trilayer. If an operation $g$ leaves the undriven system unchanged, driving it with the transformed field must give the transformed polarization: $\mathbf P(g\mathbf E)=g\mathbf P(\mathbf E)$. A translation that accompanies $g$ has no effect on a uniform field.

For inversion, $g\mathbf E=-\mathbf E$ and $g\mathbf P=-\mathbf P$, so $\mathbf P(-\mathbf E)=-\mathbf P(\mathbf E)$. But $\mathbf P$ is quadratic in the field, so $\mathbf P(-\mathbf E)=\mathbf P(\mathbf E)$. Both hold for every $\mathbf E$ only if $\mathbf P=0$. All components of $\chi_{ijk}$ then vanish.

### 2. Inverting the coordinates

Inversion about a point $\mathbf t/2$ is $\mathbf r\to\mathbf t-\mathbf r$. In our coordinates

$$p\to t_p-p\ (\text{mod }3),\qquad z\to t_z-z .$$

The set of heights $\{-1,0,1\}$ must map onto itself, which requires $t_z=0$. The outer layers are exchanged and the middle layer maps onto itself.

The in-plane part of $\mathbf t$ is restricted too. The atom $p=0$ of the bottom layer must land on some atom of the top layer, so $t_p$ must be one of the occupied values of $p$ there. Adding a lattice vector to $\mathbf t$ only moves each image to an equivalent site. Two candidates therefore remain for each stacking, and no inversion can be missed.

**ABC.** The top layer is C, so $t_p=0$ or $2$. Take $t_p=0$, that is, $p\to-p$:

- bottom A: $\{0,1\}\to\{0,2\}$, which is the top layer C;
- middle B: $\{1,2\}\to\{2,1\}$, which is B again;
- top C: $\{2,0\}\to\{1,0\}$, which is the bottom layer A.

All six atoms land on atoms, so ABC has an inversion centre. One centre is the origin, where $p=0$ and $z=0$: the middle of an empty hexagon of layer B. Since $\mathbf t$ may also be a lattice vector, $(\mathbf a_1+\mathbf a_2)/2$ is another centre. It corresponds to $p=3/2$, the midpoint of a bond in the middle layer.

**ABA.** The top layer is A, so $t_p=0$ or $1$.

- For $t_p=0$ the bottom layer maps to $\{0,2\}$, but the top layer is $\{0,1\}$. This fails.
- For $t_p=1$ the bottom layer maps to $\{1,0\}$, as required. The middle layer, however, maps as $\{1,2\}\to\{0,2\}$, and $p=0$ is an empty hexagon centre of B. This fails as well.

The second candidate places five of the six atoms correctly, but a symmetry must place all of them. ABA has no inversion centre.

Thus ABC forbids electric-dipole SHG, and for ABA inversion imposes no prohibition.

### 3. What the other symmetries leave in ABA

Three further operations can be read from the coordinates.

*Threefold rotation.* A 120° rotation about the $z$ axis sends $\mathbf a_1\to\mathbf a_2-\mathbf a_1$ and $\mathbf a_2\to-\mathbf a_1$. Hence

$$\frac p3(\mathbf a_1+\mathbf a_2)\to\frac p3(\mathbf a_2-2\mathbf a_1)=\frac p3(\mathbf a_1+\mathbf a_2)-p\,\mathbf a_1 ,$$

which is an equivalent site. Both stackings have this symmetry.

*Vertical mirror.* Exchanging $\mathbf a_1$ and $\mathbf a_2$ leaves every listed position unchanged. The mirror plane contains $\hat{\mathbf z}$ and the bond direction $\mathbf a_1+\mathbf a_2$. Both stackings have it.

*Horizontal mirror.* The map $z\to-z$ exchanges the outer layers. It is a symmetry of ABA, whose outer layers are alike, but not of ABC.

The rotation and the vertical mirror generate six operations. The horizontal mirror doubles them to 12 in ABA (point group $D_{3h}$); inversion doubles them to 12 in ABC ($D_{3d}$).

Now let $x$ point along the bond direction and $y$ perpendicular to it in the plane. The horizontal mirror reverses each index $z$, so components with an odd number of $z$ indices vanish. Those with two $z$ indices and one in-plane index transform under the rotation like an in-plane vector. No nonzero in-plane vector is unchanged by a 120° rotation, so they vanish too. Only in-plane components remain.

For these, define $E_\pm=E_x\pm iE_y$ and $P_\pm=P_x\pm iP_y$. The most general quadratic form for $P_+$ is

$$P_+=\varepsilon_0\left(\alpha E_+^2+\beta E_+E_-+\gamma E_-^2\right).$$

Under a rotation by $\theta=120^\circ$, $E_\pm\to e^{\pm i\theta}E_\pm$ and $P_+\to e^{i\theta}P_+$. The three terms acquire $e^{2i\theta}$, $1$ and $e^{-2i\theta}$. Because $e^{3i\theta}=1$, only the last factor equals $e^{i\theta}$, so $\alpha=\beta=0$. In the same way $P_-=\varepsilon_0\gamma'E_+^2$. The vertical mirror $y\to-y$ exchanges the labels $+$ and $-$, which gives $\gamma'=\gamma\equiv\chi$. Therefore

$$P_x=\frac{P_++P_-}{2}=\frac{\varepsilon_0\chi}{2}(E_-^2+E_+^2)=\varepsilon_0\chi(E_x^2-E_y^2),$$

$$P_y=\frac{P_+-P_-}{2i}=\frac{\varepsilon_0\chi}{2i}(E_-^2-E_+^2)=-2\varepsilon_0\chi E_xE_y .$$

One independent component is left, $\chi=\chi_{xxx}=-\chi_{xyy}=-\chi_{yxy}=-\chi_{yyx}$. Symmetry permits SHG in ABA.

For linear polarization at an angle $\phi$ from the bond direction, $\mathbf E=E(\cos\phi,\sin\phi)$ and $\mathbf P=\varepsilon_0\chi E^2(\cos2\phi,-\sin2\phi)$. Projecting on the directions parallel and perpendicular to the field gives

$$P_\parallel=\varepsilon_0\chi E^2(\cos2\phi\cos\phi-\sin2\phi\sin\phi)=\varepsilon_0\chi E^2\cos3\phi,$$

$$P_\perp=\varepsilon_0\chi E^2(-\cos2\phi\sin\phi-\sin2\phi\cos\phi)=-\varepsilon_0\chi E^2\sin3\phi .$$

The parallel intensity has six equal lobes, with maxima along the bonds. The total intensity does not depend on $\phi$.

### 4. A microscopic estimate

**Model.** One orbital per atom gives a $6\times6$ Hamiltonian $H_{ij}(\mathbf k)=\sum_{\mathbf s}t_{ij}(\mathbf s)e^{i\mathbf k\cdot\mathbf s}$, where $\mathbf s$ is the in-plane displacement from atom $i$ to atom $j$. We take $a=0.246$ nm, $d=0.335$ nm and these matrix elements:

- nearest neighbours in a layer: $-3$ eV;
- vertical neighbours in adjacent layers: $0.4$ eV;
- oblique neighbours in adjacent layers, displaced sideways by one bond length: $-0.3$ eV if neither atom has a vertical partner in the other's layer, $0.1$ eV otherwise;
- vertically aligned atoms of the two outer layers: $-0.01$ eV across an empty hexagon centre, $0.02$ eV across an atom;
- site energy of an atom with a vertical neighbour in an adjacent layer: $0.02$ eV; other site energies are zero.

The temperature is 300 K, and the chemical potential is at the zero of the site energies.

**Second-order response.** Electrons have charge $-e$. A uniform vector potential $\mathbf A$ replaces $\mathbf k$ by $\mathbf k+e\mathbf A/\hbar$. Let $e\mathbf A/\hbar=u\,\hat{\mathbf n}\,e^{-i\Omega t/\hbar}$, with $\Omega=\hbar\omega+i\eta$. The positive $\eta$ switches the field on gradually and broadens the resonances. With primes for derivatives along $\hat{\mathbf n}$, the Hamiltonian is $H+uH'e^{-i\Omega t/\hbar}+\tfrac12u^2H''e^{-2i\Omega t/\hbar}$ to second order.

Insert $\rho=\rho_0+u\rho_1e^{-i\Omega t/\hbar}+u^2\rho_2e^{-2i\Omega t/\hbar}$ into $i\hbar\dot\rho=[H_{\rm total},\rho]$. In the eigenbasis of $H$, with $E_{mn}=E_m-E_n$ and Fermi occupations $f_n$, equal powers of $u$ give

$$(\Omega-E_{mn})\rho_{1,mn}=[H',\rho_0]_{mn}=H'_{mn}(f_n-f_m),$$

$$(2\Omega-E_{mn})\rho_{2,mn}=[H',\rho_1]_{mn}+\tfrac12H''_{mn}(f_n-f_m).$$

The current operator also depends on the field. If $D$ is the derivative of $H$ along the detected direction, the coefficient of $u^2$ in the trace of density matrix and current operator is

$$M=\left\langle\mathrm{Tr}\left(D\rho_2+D'\rho_1+\tfrac12D''\rho_0\right)\right\rangle_{\mathbf k}.$$

At one wave vector of no special symmetry, and with $\eta=0.5$ eV, direct integration of the equation of motion reproduces this second-order coefficient with a relative difference of $8.4\times10^{-7}$.

With two spin states and cell area $A_c$, the sheet current is $J=-(2e/\hbar A_c)Mu^2$. From $\mathbf E=-\dot{\mathbf A}$ we have $u=eE/(i\Omega)$, so $u^2=-e^2E^2/\Omega^2$. From $J=\dot P$ we have $P=J\hbar/(-2i\Omega)$. Combining them,

$$P=\frac{ie^3M}{A_c\Omega^3}E^2,\qquad \chi_{\rm sheet}=\frac{ie^3M}{\varepsilon_0A_c\Omega^3}.$$

Here $\Omega$ is an energy in joules; if energies are in eV, $e^3$ becomes $e$.

**Result for ABA.** The photon energy is 0.954 eV, and we choose $\eta=0.15$ eV. With the field along a bond,

$$|\chi_{\rm sheet}|\approx0.0081\ \text{nm}^2/\text{V}.$$

Dividing by a nominal thickness $3d=1.005$ nm gives an effective bulk value of about $0.0081$ nm/V, or 8 pm/V. Refining the wave-vector mesh from 240 to 300 points along each reciprocal vector changes the complex response by $2.9\times10^{-4}$ of its value. This measures numerical convergence, not the accuracy of the model.

The model also tests the symmetry results. These tests, and that of the truncated model below, use a chemical potential of 0.1 eV and a coarser mesh of 60 points along each reciprocal vector. At $\phi=17^\circ$ the computed parallel and perpendicular responses, divided by the response at $\phi=0$, are $0.6293$ and $-0.7771$. These equal $\cos51^\circ$ and $-\sin51^\circ$. For ideal ABC, the amplitudes computed for three combinations of input and output direction are at most $8.4\times10^{-13}$ of the ABA amplitude at the same chemical potential, which is zero within rounding.

**Why a permitted response can still be small.** Suppose we drop the direct hopping between the outer layers and make all site energies equal. Combine equivalent orbitals of the outer layers into even and odd sums, $(|1\rangle\pm|3\rangle)/\sqrt2$. A uniform in-plane field preserves this parity, so the problem splits in two:

- The odd states do not couple to the middle layer. They form a single graphene layer with sites $p=0,1$, which is symmetric under $p\to1-p$.
- The even states and the middle layer form an AB bilayer with interlayer hopping enlarged by $\sqrt2$. It is symmetric under $p\to2-p$ combined with exchange of its two effective layers.

Each block has its own in-plane inversion, so its in-plane SHG vanishes by the argument of part 1. The crystal still lacks an inversion centre; the zero comes from the truncated model. The calculation confirms it, with an amplitude of $3.1\times10^{-13}$ relative to the full model at the same chemical potential.

The omitted terms restore the response. In the odd block, the energy at $p=0$ is $0-(-0.01)=0.01$ eV, while at $p=1$ it is $0.02-0.02=0$. In the even block, the outer-layer energies are $-0.01$ and $0.04$ eV, whereas their inversion partners in the middle layer have $0$ and $0.02$ eV. In this model, the ABA signal thus rests on energy asymmetries of only 0.01 to 0.02 eV.

**A perpendicular field.** Let $U$ be the difference in electron potential energy between the outer layers, with the chemical potential fixed. Inversion of ABC exchanges these layers and hence reverses $U$. Repeating part 1 gives

$$\chi_{\rm ABC}(U)=-\chi_{\rm ABC}(-U).$$

This vanishes at $U=0$, but need not vanish otherwise. For $U=0.05$ eV the mean field is $0.05\ \text{V}/(2\times0.335\ \text{nm})=0.075$ V/nm, or 0.75 MV/cm. This is the field inside the trilayer; its electrons screen an applied field, so a gate must supply a larger one. At this $U$ the ABC amplitude is about 2.8 times that of *unbiased* ABA, and its intensity about 8 times as large. In this model, a modest potential across an ABC sample can therefore make it brighter than an unbiased ABA sample. The ratio changes little with the broadening (2.7 to 2.8 for $\eta$ between 0.25 and 0.08 eV), but it falls with doping. With both stackings at the same chemical potential it is about 1.8 at $+0.1$ eV, 1.5 at $-0.1$ eV and 1.1 at $\pm0.2$ eV. The small asymmetries found above make this plausible, although the amplitude need not simply be proportional to them.

The polarization pattern does not resolve the ambiguity at normal incidence. A uniform perpendicular field preserves the threefold rotation and the vertical mirror, and these alone fixed the in-plane form in part 3. Biased ABC therefore has the same $\cos3\phi$ pattern.

The dependence on $U$ does distinguish them. The horizontal mirror of ABA reverses $U$ but leaves in-plane fields and polarizations unchanged, so $\chi_{\rm ABA}(U)=\chi_{\rm ABA}(-U)$. If $U$ can be swept through zero at fixed doping, with no other symmetry breaking, the local ABC amplitude changes sign and its intensity falls to zero at $U=0$. The ABA amplitude is even in $U$ and is permitted to remain finite there.

**Finite thickness.** Light at normal incidence has slightly different phases at different layers. With $q=2\pi/\lambda$, the squared driving field contributes a phase $2qzd$, and the return path of the reflected harmonic contributes another $2qzd$. Inversion maps $q$ to $-q$ and reverses the signal, so the ABC response is odd in $q$ and starts linearly in $qd$. This is a nonlocal response, outside the electric-dipole rule. A simple measure is the extra phase of an outer layer relative to the middle one, $4qd=8\pi(0.335/1300)\approx0.0065$. With these phases assigned to the mean height of each bond, the reflected ABC signal reaches about 0.01 of the ABA amplitude, or about $10^{-4}$ of its intensity. In this example thickness matters far less than the assumed potential.

**Drive strength.** At a Dirac point of a single layer, the phase factors of the three in-plane hoppings are $e^{i\theta_j}$ up to a common factor (or their conjugates at the other Dirac point), where the bond angles $\theta_j$ are 120° apart, so they sum to zero. A small extra wave vector of length $\kappa$ and angle $\theta$ changes each phase by $\kappa(a/\sqrt3)\cos(\theta_j-\theta)$, since the bond length is $a/\sqrt3$. Because $|\sum_je^{i\theta_j}\cos(\theta_j-\theta)|=\tfrac32$, the energy is $\pm\hbar v\kappa$ with $\hbar v=\tfrac32\,(a/\sqrt3)\,|t|=\tfrac{\sqrt3}{2}a|t|$, here $0.866\times0.246\times3=0.64$ eV nm. For a complex field amplitude $E=0.10$ MV/cm $=0.01$ V/nm (peak field $2E$), the coupling relative to the photon energy is

$$\frac{eE\hbar v}{(\hbar\omega)^2}=\frac{0.01\times0.64}{0.954^2}\approx0.007 .$$

This small value supports the expansion in powers of the field, although resonances can make higher orders larger than this ratio alone suggests. This field corresponds to an intensity $2\varepsilon_0cE^2\approx5\times10^7$ W/cm$^2$. For pulses of $10^9$ to $10^{10}$ W/cm$^2$ the ratio grows to 0.03 to 0.1.

**Comparison with real samples.** The lattice constants and the larger hoppings are rough typical values for graphene. The small outer-layer hoppings and site energies are less certain, and they control the ABA signal; the broadening is a choice. Another common parameter set is, in the order listed above, $-3.1$, $0.39$, $-0.315$, $0.041$, $-0.014$, $0.025$ and $0.046$ eV. It gives 14 pm/V for ABA and lowers the ratio of biased ABC to ABA from 2.8 to 1.5. A published measurement on ABA trilayers reports a value of order 90 pm/V, well above either result and above the 22 pm/V that the model gives for biased ABC. The value of 8 pm/V is therefore a property of this model, not a prediction for a sample. Excitonic and local-field effects, strain and substrate chemistry are left out. A substrate, adsorbed charge or a gate can break the assumption of zero perpendicular field. Within the model, the assumed 0.05 eV raises the ABC amplitude from zero to between about one and three times that of unbiased ABA, depending on doping and parameters. Such perturbations usually dope the sample as well, and the model does not show that a real biased ABC sample outshines ABA. A detected harmonic alone is thus insufficient to identify ABA unless such symmetry breaking has been excluded. The numerical output lists the atomic images and the values used here.

## Calculated quantities

```
lattice constant = 0.246 nm
layer spacing = 0.335 nm
ABA: best inversion t: p = 1, z = 0
  (p,z) (0, -1) -> (1, 1) occupied
  (p,z) (1, -1) -> (0, 1) occupied
  (p,z) (1, 0) -> (0, 0) EMPTY
  (p,z) (2, 0) -> (2, 0) occupied
  (p,z) (0, 1) -> (1, -1) occupied
  (p,z) (1, 1) -> (0, -1) occupied
ABA: atoms landing on atoms = 5 of 6
ABA: point operations = 12
ABA: inversion present = False
ABA: free SHG components = 1
ABC: best inversion t: p = 0, z = 0
  (p,z) (0, -1) -> (0, 1) occupied
  (p,z) (1, -1) -> (2, 1) occupied
  (p,z) (1, 0) -> (2, 0) occupied
  (p,z) (2, 0) -> (1, 0) occupied
  (p,z) (2, 1) -> (1, -1) occupied
  (p,z) (0, 1) -> (0, -1) occupied
ABC: atoms landing on atoms = 6 of 6
ABC: point operations = 12
ABC: inversion present = True
ABC: free SHG components = 0
model energies in eV: -3, 0.4, -0.3, 0.1, -0.01, 0.02, 0.02
  order: in-plane, vertical, skew free, skew bonded,
  next-layer empty, next-layer filled, dimer site
temperature = 300 K
wavelength = 1300 nm; photon = 0.954 eV
switch-on broadening = 0.15 eV
time-propagation relative difference = 8.4e-07
ideal ABC/ABA amplitude, at most = 8.4e-13
ABA at phi = 17 deg: parallel = 0.6293
ABA at phi = 17 deg: crossed = -0.7771
adjacent-only ABA / full ABA = 3.1e-13
ABA sheet |chi| = 0.0081 nm^2/V
ABA effective bulk |chi| = 8.06 pm/V
relative change between meshes = 2.9e-04
ABC outer-layer potential difference = 0.05 eV
corresponding mean field = 0.75 MV/cm
biased ABC / ABA amplitude = 2.8
biased ABC / ABA intensity = 7.7
retarded ABC / ABA amplitude = 0.0097
retarded ABC / ABA intensity = 9.4e-05
optical field amplitude = 0.10 MV/cm
drive parameter eE hbar v/(photon energy)^2 = 0.007
```
